# The Elastic Backscattering Kinematic Factor and Its Rise with Target Mass

A beam of helium ions, all of the same energy, strikes a solid surface. A few ions collide almost head-on with a surface atom and come back towards a detector placed near the beam. They return with less energy than they brought, and the loss depends on the atom they struck: ions returned by gold keep most of their energy, while ions returned by carbon lose most of it. The energy of a returning ion can therefore identify the struck atom. Two questions arise. What is the returned energy, and why is it higher when the atom is heavier?

## Setting and assumptions

A projectile of mass $M_1$ moves with velocity $\mathbf v_0$ and kinetic energy $E_0=\tfrac12M_1v_0^2$ towards an atom of mass $M_2$. After the collision the projectile has velocity $\mathbf v_1$ and energy $E_1=\tfrac12M_1v_1^2$, and the atom recoils with momentum $\mathbf p_2$. The scattering angle $\theta$ is the angle between $\mathbf v_0$ and $\mathbf v_1$ in the laboratory, so $\theta=180^\circ$ means straight back. Backscattering means $\theta>90^\circ$.

The assumptions are these.

1. The atom is free and at rest before the collision. Binding energies of a few electronvolts and thermal motion are neglected beside the far larger energy exchanged.
2. The collision is elastic: once the two bodies are far apart again, their total kinetic energy equals $E_0$. Neither is excited, and neither changes its mass.
3. Speeds are small compared with that of light.
4. The atom lies at the surface, so the projectile loses no energy to the solid on its way in or out.

Three dimensionless quantities are used throughout:

$$
\mu=\frac{M_1}{M_2},\qquad x=\frac{v_1}{v_0},\qquad K=\frac{E_1}{E_0}=x^2 .
$$

The last equality holds because the projectile has the same mass before and after. $K$ is called the kinematic factor.

## Theorem

Let $0<\theta\le180^\circ$.

**(a)** If $M_2>M_1$, the conservation laws fix the returned energy uniquely:

$$
K=\left[\frac{\mu\cos\theta+R}{1+\mu}\right]^2,\qquad R=\sqrt{1-\mu^2\sin^2\theta}. \tag{1}
$$

**(b)** If $M_2\le M_1$, a single collision cannot send the projectile to an angle $\theta>90^\circ$.

**(c)** If $M_2>M_1$, then at fixed $M_1$ and $\theta$ the factor $K$ increases strictly with $M_2$.

Part (c) compares energies, not numbers of ions. How many projectiles reach the detector depends on the force between the two bodies, which does not enter here.

## Lemma 1: the recoil momentum

The recoil momentum satisfies

$$
p_2^2=M_1^2v_0^2\,D,\qquad D=1+x^2-2x\cos\theta . \tag{2}
$$

**Proof.** Momentum conservation reads $M_1\mathbf v_0=M_1\mathbf v_1+\mathbf p_2$, so $\mathbf p_2=M_1(\mathbf v_0-\mathbf v_1)$. The direction of the recoil is not observed. Taking the square of the vector removes it:

$$
p_2^2=M_1^2\left(v_0^2+v_1^2-2\,\mathbf v_0\cdot\mathbf v_1\right)
=M_1^2\left(v_0^2+v_1^2-2v_0v_1\cos\theta\right).
$$

Taking out $v_0^2$ and writing $v_1=xv_0$ gives (2). ∎

Thus $\sqrt D$ is the recoil momentum in units of the initial momentum. In backscattering $\cos\theta$ is negative, the last term of $D$ is positive, and $D>1$: the atom receives more momentum than the projectile brought, because it must both stop the projectile and send it back.

## Lemma 2: the energy balance

The fraction of energy lost by the projectile is

$$
1-x^2=\mu D . \tag{3}
$$

**Proof.** The recoiling atom has kinetic energy $p_2^2/(2M_2)$. Energy conservation and Lemma 1 give

$$
\tfrac12M_1v_0^2=\tfrac12M_1v_1^2+\frac{M_1^2v_0^2D}{2M_2}.
$$

Division by $\tfrac12M_1v_0^2$ turns the terms into $1$, $x^2$ and $(M_1/M_2)D=\mu D$. ∎

## Proof of (a) and (b)

Insert $D$ from (2) into (3) and move everything to one side:

$$
x^2-1+\mu\left(1+x^2-2x\cos\theta\right)=0 .
$$

Collecting powers of $x$ gives

$$
(1+\mu)x^2-2\mu x\cos\theta-(1-\mu)=0 . \tag{4}
$$

The quadratic formula, with a factor 2 cancelled, gives

$$
x=\frac{\mu\cos\theta\pm\sqrt{\mu^2\cos^2\theta+(1+\mu)(1-\mu)}}{1+\mu}.
$$

The expression under the root simplifies:

$$
\mu^2\cos^2\theta+1-\mu^2=1-\mu^2(1-\cos^2\theta)=1-\mu^2\sin^2\theta=R^2 .
$$

Now let $M_2>M_1$, so that $\mu<1$. Then $R^2>0$ and both roots are real. Their product is the constant term of (4) divided by the leading coefficient, $-(1-\mu)/(1+\mu)$, which is negative. One root is therefore positive and the other negative. A ratio of speeds cannot be negative, and the positive root is the larger one, with $+R$. Squaring it gives (1).

This root describes a possible collision: the recoil momentum $M_1(\mathbf v_0-\mathbf v_1)$ satisfies momentum conservation, and (3) then guarantees energy conservation. This proves (a).

For (b), let $\mu\ge1$ and $\theta>90^\circ$, and write the left side of (4) as

$$
(1+\mu)x^2+2\mu x\,|\cos\theta|+(\mu-1).
$$

For any $x>0$ the first two terms are positive and the third is not negative. The sum cannot vanish, so no outgoing speed satisfies both laws. ∎

In terms of the masses, multiplying numerator and denominator in (1) by $M_2$ gives

$$
K=\left[\frac{M_1\cos\theta+\sqrt{M_2^2-M_1^2\sin^2\theta}}{M_1+M_2}\right]^2 . \tag{5}
$$

**Remark on the force.** No force law was used. For given masses and beam energy, the force and the aim of the projectile decide the angle; once the angle is known, the conservation laws decide the energy.

A numerical experiment shows this division of roles. Take $M_1=1$, $v_0=1$ and $M_2=7$, the mass ratio of silicon-28 to helium-4. The projectile starts 40 length units away, and Newton's equations for both bodies are integrated with an eighth-order Runge–Kutta method until they are far apart again. With a repulsive force $e^{-r}(1/r+1/r^2)$ and a sideways offset of 0.2, the projectile leaves at $136.32^\circ$ with $K=0.6089$. With a force $4re^{-r^2}$ and an offset of 0.3, it leaves at $137.67^\circ$ with $K=0.6061$. Formula (1) gives these same two values at the two angles, with no knowledge of the forces.

**Two special angles.** At $\theta=180^\circ$, $\cos\theta=-1$ and $R=1$, so

$$
x=\frac{1-\mu}{1+\mu},\qquad K=\left(\frac{M_2-M_1}{M_2+M_1}\right)^2 . \tag{6}
$$

At $\theta=90^\circ$, $\cos\theta=0$ and $R^2=1-\mu^2=(1-\mu)(1+\mu)$, so

$$
K=\frac{(1-\mu)(1+\mu)}{(1+\mu)^2}=\frac{M_2-M_1}{M_2+M_1}. \tag{7}
$$

The fraction in (7) lies between 0 and 1, and (6) is its square. The projectile sent straight back therefore keeps less energy than the one sent sideways.

## Proof of (c)

Keep $\theta$ fixed and let $\mu$ vary. Equation (3), written as $x^2-1+\mu D=0$, holds for every $\mu<1$, so its derivative with respect to $\mu$ vanishes. Since $D$ depends on $\mu$ through $x$, with $dD/dx=2x-2\cos\theta$,

$$
2x\frac{dx}{d\mu}+D+\mu(2x-2\cos\theta)\frac{dx}{d\mu}=0 .
$$

Collecting the terms with $dx/d\mu$ gives

$$
2\left[(1+\mu)x-\mu\cos\theta\right]\frac{dx}{d\mu}=-D .
$$

By (1), $(1+\mu)x=\mu\cos\theta+R$, so the bracket equals $R$. Hence

$$
\frac{dx}{d\mu}=-\frac{D}{2R}. \tag{8}
$$

To return to the target mass, use $d\mu/dM_2=-M_1/M_2^2=-\mu/M_2$ and $dK/dx=2x$:

$$
\frac{dK}{dM_2}=2x\left(-\frac{D}{2R}\right)\left(-\frac{\mu}{M_2}\right)=\frac{x\mu D}{RM_2}. \tag{9}
$$

Here $x$, $\mu$, $R$ and $M_2$ are positive. So is $D$, because it can be written $D=(1-x)^2+2x(1-\cos\theta)$, whose second term is positive for $\theta>0$. The derivative is therefore positive. ∎

## Why the heavier atom takes less energy

The energy that the projectile loses is the recoil energy $p_2^2/(2M_2)$. A heavier atom changes both parts of this fraction.

In backscattering the numerator grows. By (8) a heavier atom, with smaller $\mu$, gives a larger $x$, and $dD/dx=2(x-\cos\theta)$ is positive when $\cos\theta\le0$. The projectile returns faster, its velocity changes by more, and the atom receives more momentum.

This growth is limited. Since $-\cos\theta\le1$ and $x<1$,

$$
D\le1+x^2+2x=(1+x)^2<4 ,
$$

so the recoil momentum stays below twice the initial momentum. The denominator $2M_2$ has no such limit. The bound alone shows that the loss $\mu D$ tends to zero for very heavy atoms; that the loss falls at every step of increasing mass is the content of (9).

For a head-on collision the competition can be read off directly. From (6), $1+x=2/(1+\mu)$, hence $D=4/(1+\mu)^2$ and

$$
1-K=\frac{4\mu}{(1+\mu)^2}.
$$

As the atom becomes heavier, $\mu$ falls from 1 towards 0. The factor $1/(1+\mu)^2$ rises, but by no more than a factor of four, while the factor $\mu$ falls without limit. The heavy atom acts like a wall: it turns the projectile round and hardly moves.

## How well masses can be separated

**Heavy atoms.** When $\mu\to0$, equation (1) gives $x\to1$, so $D\to2(1-\cos\theta)$. To leading order in $\mu$, (3) and (9) become

$$
1-K\approx2\mu(1-\cos\theta),\qquad
\frac{dK}{dM_2}\approx\frac{2M_1(1-\cos\theta)}{M_2^2}. \tag{10}
$$

The slope falls as $1/M_2^2$. Neighbouring heavy masses return projectiles with nearly the same energy. The factor $1-\cos\theta$ is largest at $180^\circ$, which is one reason to place the detector close to the incoming beam when heavy atoms are to be told apart.

**Light atoms.** For $\theta>90^\circ$ the slope also becomes small as $M_2$ approaches $M_1$ from above: by (1), $x$ then tends to $(\cos\theta+|\cos\theta|)/2=0$, while $R$ in (9) tends to $|\cos\theta|>0$. At $180^\circ$, differentiating (6) gives

$$
\frac{dK}{dM_2}=2\,\frac{M_2-M_1}{M_2+M_1}\cdot\frac{2M_1}{(M_2+M_1)^2}
=\frac{4M_1(M_2-M_1)}{(M_2+M_1)^3}.
$$

This vanishes at $M_2=M_1$ and tends to zero for very large $M_2$. Setting its derivative to zero gives $M_2+M_1=3(M_2-M_1)$, or $M_2=2M_1$. For head-on scattering the separation per unit of mass is best there.

**From energy to mass.** Equation (3) also runs backwards. Replacing $\mu$ by $M_1/M_2$ and solving for the target mass gives

$$
M_2=M_1\,\frac{1+x^2-2x\cos\theta}{1-x^2},\qquad x=\sqrt{E_1/E_0}. \tag{11}
$$

A measured energy and a known angle thus give the mass of a surface atom.

## Worked example: helium ions on four surfaces

Helium-4 ions of $E_0=2000$ keV are detected at $\theta=170^\circ$, where $\cos\theta=-0.98481$ and $\sin\theta=0.17365$. Masses are rounded to mass numbers, in atomic mass units u.

For silicon-28, $\mu=4/28=0.14286$ and

$$
R=\sqrt{1-(0.14286\times0.17365)^2}=0.99969 ,
$$

$$
x=\frac{-0.14286\times0.98481+0.99969}{1.14286}=0.7516 .
$$

Then $K=x^2=0.5649$ and $E_1=0.5649\times2000\ \text{keV}=1130$ keV. The other 870 keV go to the silicon atom.

The same steps for all four targets give the following values. The slope is $E_0\,dK/dM_2$ from (9).

| Target | $K$ | $E_1$ (keV) | $\sqrt D$ | Slope (keV/u) |
|---|---|---|---|---|
| C-12 | 0.2525 | 505 | 1.497 | 62.7 |
| Si-28 | 0.5649 | 1130 | 1.745 | 23.4 |
| Cu-63 | 0.7769 | 1554 | 1.874 | 6.24 |
| Au-197 | 0.9226 | 1845 | 1.953 | 0.755 |

Both trends of the physical argument are visible. From carbon to gold the recoil momentum rises from 1.497 to 1.953 times the initial momentum, so $D$ grows by a factor $3.814/2.242=1.70$. The mass grows by a factor $197/12=16.4$. The recoil energy must fall by a factor $16.4/1.70=9.65$, and it does, from 1495 keV to 155 keV.

The last column shows the price of a heavy target. A target atom 2 u heavier raises the returned energy by 44 keV at silicon, 12 keV at copper and 1.5 keV at gold. A detector that can separate energies 10 keV apart would resolve such a pair at silicon, just resolve it at copper, and fail at gold.

The heavy-atom estimate (10) gives a loss fraction of 0.0806 for gold against the full value 0.0774, which is 4% too large relative to the full value. For carbon it gives 1.32, a loss greater than the whole energy. With $\mu=1/3$, carbon is outside the regime of that estimate.

Equation (11) recovers the gold mass from its energy: $4\times3.8144/0.07745=197.0$ u.

Three of the approximations limit the digits. Thermal motion of the atoms, treated classically at 300 K, spreads the returned energies with a standard deviation below 0.2 keV for these targets. The classical treatment omits zero-point motion, which matters for stiff lattices of light atoms: a Debye model of diamond, with a Debye temperature of about 2230 K, raises the spread for carbon from 0.14 keV to about 0.24 keV. Solving the relativistic conservation laws numerically for the same collisions lowers $E_1$ by less than 0.14 keV for each of these targets. Rounding the masses can matter more: by the slope in the table, an error of 0.1 u in the silicon mass would shift its energy by 2.3 keV. With the atomic masses of the isotopes in place of mass numbers (4.0026 u for helium-4, 27.977 u for silicon-28, 62.930 u for copper-63, 196.967 u for gold-197), $E_1$ falls by 0.5, 1.0, 0.7 and 0.1 keV for carbon, silicon, copper and gold, and $K$ for silicon becomes 0.5645. The fourth digit of $K$ in the table therefore belongs to the rounded masses, not to the real isotopes.

## When the ordering fails

**Buried atoms.** Suppose the projectile loses energy $\Delta_{\rm in}$ before the collision and $\Delta_{\rm out}$ on its way out. It reaches the surface again with

$$
E=K(E_0-\Delta_{\rm in})-\Delta_{\rm out}=KE_0-(K\Delta_{\rm in}+\Delta_{\rm out}).
$$

In the example, gold at the surface returns ions with 715 keV more than silicon at the surface. If gold lies so deep that $K\Delta_{\rm in}+\Delta_{\rm out}$ reaches 715 keV, with $K$ that of gold, the two signals coincide; deeper gold appears below surface silicon. The energy then gives the mass only if the depth is known.

**Inelastic collisions.** If an energy $Q$ goes into exciting either body, the balance (3) becomes $1-x^2=\mu D+Q/E_0$. The returned energy then depends on $Q$ as well as on the mass, and (11) no longer gives $M_2$.

**Different angles.** The theorem compares targets at one angle. By (6) and (7), the same atom returns different energies at $180^\circ$ and $90^\circ$, so energies taken at different angles must first be converted to masses through (11).

All numerical values are calculated from the stated model.
